# Integrating out a heavy lepton: from vacuum polarization to contact interaction

## The question

The electron in a hydrogen atom carries momenta of a few keV. This is far too little to make a muon pair, yet the Coulomb field between proton and electron polarizes the muon vacuum, and this shifts the energy levels. A description that contains only photons, electrons and protons must reproduce the shift without a muon field. What local term does the muon leave in the Lagrangian, and why can that term be written either as a modification of the photon or as a direct force between charges?

## Setting and conventions

Units are $\hbar=c=1$, with $e^2=4\pi\alpha$. The metric is $(+,-,-,-)$ and $\Box=\partial_t^2-\nabla^2$. A heavy Dirac lepton has mass $M$ and charge of magnitude $e$. The light charged particles are Dirac fields, whose Lagrangian is linear in $A$, with a conserved current $J^\mu=e\,j^\mu$; in $j$ each particle is weighted by its charge in units of $e$. Thus

$$\mathcal L=-\tfrac14F_{\mu\nu}F^{\mu\nu}-J^\mu A_\mu+\dots,$$

where the dots are free light fields. "Light" here means only that the field is kept in the description. The proton is about nine times heavier than the muon; what the argument needs is that the momenta carried by the photons are small compared with $M$. For a spacelike momentum $q$ write $Q^2=-q^2>0$. We keep one heavy loop with external photons attached, and momenta small compared with $M$. The claim is that the heavy lepton leaves

$$\mathcal L_6=c\,F_{\mu\nu}\Box F^{\mu\nu},\qquad c=\frac{\alpha}{60\pi M^2},$$

and that at order $1/M^2$ this has the same physical effect as

$$\mathcal L_6'=-2c\,J_\mu J^\mu=-\frac{2\alpha^2}{15M^2}\,j_\mu j^\mu .$$

With the opposite metric and $\Box=\partial_\mu\partial^\mu$, both $\Box$ and $j_\mu j^\mu$ change sign, so the numerical coefficients of both operators are reversed: $-\alpha/(60\pi M^2)$ for $F\Box F$ and $+2\alpha^2/(15M^2)$ for $j_\mu j^\mu$.

## The heavy loop

In Euclidean space the heavy field appears as $\bar\psi(\gamma\cdot\partial+M+ie\gamma\cdot A)\psi$, with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. The Gaussian integral over $\psi$ gives a determinant, so it adds $-\mathrm{Tr}\ln(\gamma\cdot\partial+M+ie\gamma\cdot A)$ to the Euclidean action. The second-order term of the logarithm is $-\tfrac12\mathrm{Tr}(S\,ie\gamma\cdot A\,S\,ie\gamma\cdot A)$. The added action is therefore

$$\frac12\int\!\frac{d^4q}{(2\pi)^4}A_\mu(-q)P_{\mu\nu}(q)A_\nu(q),\qquad P_{\mu\nu}=-e^2\!\int\!\frac{d^4k}{(2\pi)^4}\,\mathrm{tr}[\gamma_\mu S(k+q)\gamma_\nu S(k)],$$

with $S(k)=(i\gamma\cdot k+M)^{-1}=(M-i\gamma\cdot k)/(k^2+M^2)$.

The integral diverges. Dimensional regularization allows shifts of $k$ and preserves gauge invariance: since $S(k)\,i\gamma\cdot q\,S(k+q)=S(k)-S(k+q)$, contraction with $q_\mu$ gives the difference of two integrals that a shift makes equal. Hence $q_\mu P_{\mu\nu}=0$, and

$$P_{\mu\nu}=(Q^2\delta_{\mu\nu}-q_\mu q_\nu)P(Q^2).$$

It is enough to find the $q_\mu q_\nu$ part. Combine the denominators with a Feynman parameter $x$ and put $k=\ell-xq$:

$$x[(k+q)^2+M^2]+(1-x)[k^2+M^2]=\ell^2+\Delta,\qquad \Delta=M^2+x(1-x)Q^2 .$$

With $p=k+q=\ell+(1-x)q$, the numerator trace is

$$4M^2\delta_{\mu\nu}-4(p_\mu k_\nu+p_\nu k_\mu-\delta_{\mu\nu}\,p\cdot k).$$

Terms odd in $\ell$ integrate to zero, and $\ell_\mu\ell_\nu$ gives only $\delta_{\mu\nu}$. The product $p_\mu k_\nu$ contains $-x(1-x)q_\mu q_\nu$, so the trace contains $+8x(1-x)q_\mu q_\nu$. Comparison with $-q_\mu q_\nu P$ gives

$$P(Q^2)=8e^2\int_0^1\!dx\,x(1-x)\int\!\frac{d^4\ell}{(2\pi)^4}\frac{1}{(\ell^2+\Delta)^2}.$$

The derivative of the inner integral with respect to $\Delta$ is finite. The solid angle $2\pi^2$ gives

$$-2\cdot\frac{2\pi^2}{(2\pi)^4}\int_0^\infty\!\frac{\ell^3d\ell}{(\ell^2+\Delta)^3}=-2\cdot\frac1{8\pi^2}\cdot\frac1{4\Delta}=-\frac{1}{16\pi^2\Delta}.$$

Integrating from $M^2$ to $\Delta$ yields $P(Q^2)=P(0)-\Pi(Q^2)$. Since $8e^2/(16\pi^2)=2\alpha/\pi$,

$$\Pi(Q^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\!\left[1+x(1-x)\frac{Q^2}{M^2}\right].$$

The constant $P(0)$ multiplies the ordinary photon kinetic term. Rescaling $A$ to restore its normalization, with $eA$ held fixed, absorbs $P(0)$ into the charge. From here on, $\alpha$ is the coupling measured at $Q^2=0$.

## The dimension-six operator

The photon part of the Euclidean Lagrangian is now $\tfrac14F(1-\Pi)F$. Returning to real time reverses the sign of the Lagrangian. For a plane wave, $\Box$ acts as $-q^2=Q^2$, so

$$\mathcal L=-\tfrac14F_{\mu\nu}\left[1-\Pi(\Box)\right]F^{\mu\nu}.$$

For $Q^2\ll M^2$ the logarithm can be expanded. With $\int_0^1x^2(1-x)^2dx=\tfrac13-\tfrac12+\tfrac15=\tfrac1{30}$,

$$\Pi(Q^2)=\frac{\alpha}{15\pi}\frac{Q^2}{M^2}+O\!\left(\frac{\alpha Q^4}{M^4}\right).$$

The first term gives $+\tfrac14\cdot\alpha/(15\pi M^2)\,F\Box F$, which is $\mathcal L_6$ with the stated $c$.

The heavy loop gives no other dimension-six operator made of photon fields. Charge conjugation reverses $A$, so terms with an odd number of photons vanish. Four photons require four field strengths by gauge invariance, which is already dimension eight.

The numerical check integrates the four-dimensional loop directly with explicit gamma matrices. It gives $M^2\,d\Pi/dQ^2=1.548546\times10^{-4}$ at $Q=0$, in agreement with $\alpha/(15\pi)$. The full $\Pi$ divided by its leading term is $0.9989$ at $Q=0.1M$, but $0.906$ at $Q=M$ and $0.725$ at $Q=2M$. For spacelike momenta the local operator thus overestimates the polarization as $Q$ approaches and passes $M$. For timelike momenta below threshold it underestimates it: the ratio is $1.13$ at $q^2=M^2$.

## Rewriting the operator

Define $D^\nu=\partial_\mu F^{\mu\nu}$. The Bianchi identity is

$$\partial^\lambda F^{\mu\nu}+\partial^\mu F^{\nu\lambda}+\partial^\nu F^{\lambda\mu}=0 .$$

Acting with $\partial_\lambda$, and using $\partial_\lambda F^{\nu\lambda}=-D^\nu$, gives $\Box F^{\mu\nu}=\partial^\mu D^\nu-\partial^\nu D^\mu$. Since $F_{\mu\nu}$ is antisymmetric, the two terms contribute equally:

$$F_{\mu\nu}\Box F^{\mu\nu}=2F_{\mu\nu}\partial^\mu D^\nu=\partial^\mu(2F_{\mu\nu}D^\nu)-2D_\nu D^\nu .$$

The total derivative does not affect the action for fields that vanish at infinity. Therefore $\mathcal L_6$ is equivalent to $-2c\,D_\nu D^\nu$.

The leading field equation is $D^\nu=J^\nu$, which suggests the answer $-2cJ^2$. Substituting a field equation into a Lagrangian needs a justification, and a change of variable supplies it.

## The field redefinition

Under $A_\nu\to A_\nu+\delta A_\nu$ the leading Lagrangian changes, up to a total derivative and terms of second order in $\delta A$, by

$$\delta\mathcal L=-F^{\mu\nu}\partial_\mu\delta A_\nu-J^\nu\delta A_\nu=(D^\nu-J^\nu)\,\delta A_\nu .$$

Choose $\delta A_\nu=2c\,(D_\nu+J_\nu)$. Then

$$\delta\mathcal L=2c\,(D-J)\cdot(D+J)=2c\,(D^2-J^2),$$

and adding the operator gives

$$-2c\,D^2+2c\,D^2-2c\,J^2=-2c\,J^2 .$$

The shift also changes $\mathcal L_6$ itself, but only at order $c^2$. The second-order change of $-\tfrac14F^2$ is also of order $c^2$. These remainders have dimension eight or more. Finally, $J=ej$ gives

$$-2c\,e^2j^2=-2\cdot\frac{\alpha}{60\pi M^2}\cdot4\pi\alpha\,j^2=-\frac{2\alpha^2}{15M^2}\,j^2 .$$

Three points make this a statement about observables.

- **Gauge invariance.** $D$ and $J$ are gauge invariant, so the new field transforms as a photon field. The gauge can be fixed after the redefinition.
- **Jacobian.** The new $A$ is a field-independent linear operator acting on the old one, plus a function of the light fields, which are themselves unchanged. The Jacobian matrix is triangular, and its determinant does not depend on the fields.
- **External photons.** A source that creates a photon now also couples to $D+J$. The matrix element of $D$ carries a factor $q^2$ that cancels the photon pole. The current $J$ can make a photon through light-particle polarization, but transversality supplies a factor $q^2$ there too. The residues that define scattering amplitudes are unchanged at this order.

The two forms therefore give the same scattering amplitudes and bound-state energies through order $1/M^2$. Their off-shell photon Green functions differ. If there are no light charges, $J=0$ and the redefinition removes the operator at this order. For charged scalars the current itself contains $A$, so the Jacobian argument above does not apply as it stands.

## The same result from photon exchange

Take a conserved current with momentum $q$. Varying $-\tfrac14F^2-J\cdot A-2cD^2$ gives an equation for $A$. In momentum space $D^\nu=K^{\nu\lambda}A_\lambda$ with $K^{\nu\lambda}=-q^2g^{\nu\lambda}+q^\nu q^\lambda$, and the last term contributes $-4cKD$. Since $q\cdot D=0$, $KD=-q^2D$. Hence

$$D-J+4cq^2D=0,\qquad D=\frac{J}{1+4cq^2}.$$

Up to a gauge term, $A=-D/q^2$. For a quadratic action the stationary value is $-\tfrac12J\cdot A$, that is

$$\frac{J^2}{2q^2(1+4cq^2)}=\frac{J^2}{2q^2}-2c\,J^2+O(c^2).$$

The first term is ordinary photon exchange. In the second, the operator $-2cD^2$, which carries four powers of momentum, sits between two propagators $1/q^2$ and cancels both, leaving a force of zero range. The unexpanded expression has a further pole at $Q^2=1/(4c)=15\pi M^2/\alpha$. This lies far above $M^2$, where the operator no longer represents the loop, so the pole is not a particle of the theory. The operator must be used as a perturbation.

## Static charges

For two static charges $Q_1e$ and $Q_2e$ at separation $\mathbf r$, the cross term in $j_0j^0$ is $2Q_1Q_2\,\delta^3(\mathbf r)$ after integration over space. Self-terms do not depend on the separation. A static interaction enters as $L=-V$, so

$$V(\mathbf r)=+\frac{4\alpha^2Q_1Q_2}{15M^2}\,\delta^3(\mathbf r).$$

Like charges are repelled more strongly and opposite charges attracted more strongly. This is the expected direction: at short distance a probe penetrates part of the screening cloud and sees a larger charge.

In hydrogen $Q_1Q_2=-1$. Take a point proton and the nonrelativistic 1S density $e^{-2r/a}/(\pi a^3)$, where the Bohr radius $a$ includes the reduced mass. First-order perturbation theory gives

$$\Delta E_{\rm contact}=-\frac{4\alpha^2}{15\pi M^2a^3}.$$

## How large is the error of the contact form?

With the full polarization, the exchange factor $1/[Q^2(1-\Pi)]$ changes the Coulomb potential, at first order in $\Pi$, by $-4\pi\alpha\,\Pi(q^2)/q^2$, where $q$ is now the length of the spatial momentum. The Fourier transform of the 1S density is $\tilde\rho(q)=(1+q^2a^2/4)^{-2}$. Hence

$$\Delta E=\int\!\frac{d^3q}{(2\pi)^3}\,\tilde\rho\left(-\frac{4\pi\alpha\Pi}{q^2}\right)=-\frac{2\alpha}{\pi}\int_0^\infty dq\,\tilde\rho(q)\,\Pi(q^2).$$

Replacing $\Pi$ by its leading term returns $\Delta E_{\rm contact}$. The error comes from $\Pi-\Pi_{\rm lead}$, which is of order $q^4/M^4$ at small $q$. For $aM\gg1$ its main contribution therefore comes from $q\sim M$, where $\tilde\rho\simeq16/(aq)^4$. Put $z=q\sqrt{x(1-x)}/M$. Integration by parts, with vanishing boundary terms, gives

$$\int_0^\infty\!\frac{dz}{z^4}\left[\ln(1+z^2)-z^2\right]=-\frac23\int_0^\infty\!\frac{dz}{1+z^2}=-\frac\pi3 .$$

The change of variable supplies $[x(1-x)]^{3/2}/M^3$, and the remaining integral is $\int_0^1[x(1-x)]^{5/2}dx=\Gamma(7/2)^2/\Gamma(7)=5\pi/1024$. Collecting factors,

$$\Delta E-\Delta E_{\rm contact}\simeq-\frac{2\alpha}{\pi}\cdot\frac{16}{a^4}\cdot\frac{2\alpha}{\pi}\cdot\frac{1}{M^3}\left(-\frac\pi3\right)\frac{5\pi}{1024}=\frac{5\alpha^2}{48\,a^4M^3}.$$

Relative to the contact shift this is $-25\pi/(64\,aM)$. The correction is linear in $1/M$, although the next term in $\Pi$ is suppressed by $1/M^2$, because the Coulomb wave function has a cusp at the nucleus and hence a power-law momentum tail.

## Worked example

For a muon loop, $M=105.658$ MeV and

$$c=3.468\times10^{-3}\ \mathrm{GeV^{-2}},\qquad \frac{2\alpha^2}{15M^2}=6.360\times10^{-4}\ \mathrm{GeV^{-2}}.$$

The delta potential has twice the second strength, $1.272\times10^{-3}\ \mathrm{GeV^{-2}}=1.272\times10^{-15}\ \mathrm{keV^{-2}}$. With $a=0.26832\ \mathrm{keV^{-1}}$, the density at the proton is $1/(\pi a^3)=16.48\ \mathrm{keV^3}$. The product gives

$$\Delta E_{\rm contact}=-2.096\times10^{-14}\ \mathrm{keV},$$

or $-5.07$ kHz after division by Planck's constant. A tau loop gives $-0.0179$ kHz, smaller by the squared mass ratio.

Here $aM=2.835\times10^4$ for the muon. The predicted relative correction is $-1.2272/(2.835\times10^4)=-4.33\times10^{-5}$, and the calculation with the full one-loop $\Pi$ gives the same value. This measures the error of the contact form within the model. It does not cover what the model omits: proton size, relativistic corrections, recoil beyond the reduced mass, and higher loops. These need not be smaller. The two-loop muon polarization adds $(\alpha/\pi)^2(41/162)\,Q^2/M^2$ to $\Pi$, a relative $8.8\times10^{-3}$, which moves the shift from $-5.07$ to $-5.11$ kHz, so the third digit of the one-loop value is not physical. The length $1/M=1.87$ fm is comparable with the proton radius, and a dipole charge form factor with radius $0.84$ fm changes the relative correction from $-4.3\times10^{-5}$ to about $-6.2\times10^{-5}$. For a point nucleus the Dirac 1S density grows as $r^{2\gamma-2}$ near the origin, with $\gamma=\sqrt{1-\alpha^2}$. At $r\sim1/M$ this enlarges the shift by a relative amount of order $\alpha^2\ln(aM)\approx5.5\times10^{-4}$. Averaging the full one-loop potential over the Dirac density gives $6.0\times10^{-4}$, more than ten times the point-proton correction $-4.33\times10^{-5}$ and of the opposite sign.

The contact form fails when the loop particle is not heavy on the scale of the atom. In muonic hydrogen with an electron loop, $aM=0.737$. The contact formula gives $-5.76$ eV, while the full polarization gives $-1.90$ eV in the same first-order model. The contact value is too large in magnitude by a factor of about three, because the polarization cloud now extends over a distance comparable with the atom and cannot be replaced by a point interaction.

## Computed results

```
inverse fine-structure constant: 137.035999
electron mass: 0.510999 MeV
muon mass: 105.658375 MeV
tau mass: 1776.859629 MeV
proton mass: 938.272089 MeV
M^2 dPi/dQ^2 at 0, direct loop: 1.548546309e-04
M^2 dPi/dQ^2 at 0, alpha/(15 pi): 1.548546309e-04
c M^2 from direct loop: 3.871365774e-05
c M^2 from alpha/(60 pi): 3.871365774e-05
Pi at Q=M, direct loop: 1.403669183e-04
Pi at Q=M, parameter integral: 1.403669183e-04
longitudinal part / Pi at Q=M: -1.1e-12
full Pi / leading Pi at Q/M=0.1: 0.998930
full Pi / leading Pi at Q/M=0.5: 0.974166
full Pi / leading Pi at Q/M=1.0: 0.906443
full Pi / leading Pi at Q/M=2.0: 0.724730
exchange remainder ratio when c doubles: 4.00298
muon: c = 3.467818e-03 GeV^-2
muon: 2 alpha^2/(15 M^2) = 6.360065e-04 GeV^-2
tau: c = 1.226191e-05 GeV^-2
tau: 2 alpha^2/(15 M^2) = 2.248864e-06 GeV^-2
Bohr radius a, hydrogen: 0.268319 keV^-1
Bohr radius a, muonic hydrogen: 0.001443 keV^-1
H, muon loop: a M = 28350.1
H, muon loop: contact 1S shift = -5.0680706 kHz
H, muon loop: full 1S shift = -5.0678512 kHz
H, muon loop: full/contact - 1 = -4.328514e-05
H, muon loop: (full/contact - 1) a M = -1.227139
H, tau loop: a M = 476765
H, tau loop: contact 1S shift = -0.0179203 kHz
H, tau loop: full 1S shift = -0.0179202 kHz
H, tau loop: full/contact - 1 = -2.573977e-06
H, tau loop: (full/contact - 1) a M = -1.227182
muonic H, electron loop: a M = 0.737384
muonic H, electron loop: contact 1S shift = -5.7608817 eV
muonic H, electron loop: full 1S shift = -1.8988297 eV
muonic H, electron loop: full/contact - 1 = -6.703925e-01
predicted tail coefficient -25 pi/64: -1.227185
```
